\section*{Finite-field checks of Hartree–Fock shieldings: errors and choice of step, part 3}

An analytic GIAO shielding is checked by closed-shell Hartree--Fock calculations at fields $\pm h$ with London orbitals: real functions $\chi_\mu$ times field-dependent phases, with assigned centres $\mathbf G_\mu$. Hartree atomic units are used, with $\mu_0/4\pi=\alpha^2$; shieldings are in ppm. Orbitals $i,j$ are occupied, $a,b$ virtual; superscripts give the order in $\mathbf B$. With density matrix $\mathbf D$ and nuclear-dipole matrices $\mathbf N_t$, $M_t=\operatorname{Tr}\mathbf D\mathbf N_t$ and $\sigma_{st}=\partial M_t/\partial B_s|_0$:
\begin{equation}
\sigma_{st}=\operatorname{Tr}\mathbf D^0\mathbf N^1_{st}+\operatorname{Tr}\mathbf D^1_s\mathbf N^0_t .
\label{eq:sigma}
\end{equation}
The two-electron part of the Fock matrix is
\begin{equation}
G_{\mu\nu}(\mathbf D)=\sum_{\lambda\rho}D_{\rho\lambda}\left[(\mu\nu|\lambda\rho)-\tfrac12(\mu\rho|\lambda\nu)\right].
\label{eq:G}
\end{equation}
For overlap $\mathbf S$ and one-electron Hamiltonian $\mathbf h$, field reversal gives
\begin{equation}
\mathbf X(-\mathbf B)=\mathbf X(\mathbf B)^*\ \ \text{for }\mathbf S,\ \mathbf h,\ (\mu\nu|\lambda\rho),\qquad \mathbf N(-\mathbf B)=-\mathbf N(\mathbf B)^* .
\label{eq:TR}
\end{equation}
Translation by $\mathbf T$ turns each matrix into $\mathbf{VXV}^\dagger$, $\mathbf V=\operatorname{diag}(e^{i\vartheta_\mu})$, $\vartheta_\mu=\frac12(\mathbf B\times\mathbf G_\mu)\cdot\mathbf T$.

The quotient is
\begin{equation}
\Delta(h)\equiv\frac{M(h)-M(-h)}{2h}=\frac{M(h)}h=\sigma+c_3h^2+c_5h^4+\dots
\label{eq:trunc}
\end{equation}
Doubling $h$ multiplies its error by $4(1+3(c_5/c_3)h^2+\dots)$. Richardson's value is $R(h)=\frac13[4\Delta(h)-\Delta(2h)]=\sigma-4c_5h^4+\dots$. The fit to $h,2h,4h$ leaves $64c_7h^6$, with noise bound $1.65\,\eta/h$.

An SCF stopped at $\|\mathbf g\|\le\tau$, where $\mathbf g$ is the virtual-occupied Fock block, has orbital errors $\kappa_{ai}$ and
\begin{equation}
\delta M=\operatorname{Tr}\mathbf N\,\delta\mathbf D=4\operatorname{Re}\sum_{ai}N_{ia}\kappa_{ai}=4\,\mathbf n\cdot\operatorname{Im}\boldsymbol\kappa=\mathbf z\cdot\operatorname{Im}\mathbf g,\qquad \mathbf z=4(\mathbf H^-)^{-1}\mathbf n,
\label{eq:noise}
\end{equation}
with $N^0_{ai}=in_{ai}$ and $H^-_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}-(ab|ij)+(aj|bi)$. Hence $|\delta M|\le\eta\equiv\|\mathbf z\|\,\tau$. The envelope $e(h)=|c_3|h^2+\eta/h$ is smallest at
\begin{equation}
h^*=\left(\frac{\eta}{2|c_3|}\right)^{1/3},\qquad e(h^*)=3|c_3|h^{*2}.
\label{eq:opt}
\end{equation}
For $R$ the optimum is $h_R=(3\eta/32|c_5|)^{1/5}$, $e_R=20|c_5|h_R^4$.

In the two-level model $\Delta$ is instead the level gap, $h_{ai}=i\ell B$ and $N_{ai}=in$; a residual $g$ changes the energy by $2|g|^2/\Delta$.

The finite-field integrals over $s$ Gaussians are closed forms in the Boys functions $F_n(x)=\int_0^1y^{2n}e^{-xy^2}dy$. A lobe pair is the normalised difference of two such Gaussians of exponent $\zeta$, displaced by $\pm\delta/\sqrt\zeta$.

\section{Worked example: water}

The inputs are chosen: $r_{\rm OH}=0.96$~\AA{} $=1.81414$ bohr, angle $104.5^\circ$, $z$ along the twofold axis and $x$ out of plane. The exponents in bohr$^{-2}$ are 200, 30, 6.5, 1.2, 0.33 for oxygen $s$, 3.5 and 0.7 for oxygen lobe pairs with $\delta=0.3$, and 1.3, 0.23 for hydrogen, giving 15 functions from 21 primitives. This basis serves to test the equations and is too small to predict measured shieldings. In cc-pVTZ with a common gauge origin at oxygen, itself not converged, the diagonal of the oxygen tensor is about 295, 349 and 294 ppm instead of the 316, 319 and 348 ppm found below, so even the order of the components changes. For $\sigma_{xx}({\rm O})$ one then has $\|\mathbf z\|\approx1700$ ppm\,au/$E_h$ and $c_3\approx-350$ ppm/au$^2$ instead of 1179 and $-674$, which moves $h^*$ at $\tau=10^{-7}E_h$ from $4.4$ to about $6\times10^{-3}$ au. The energy is $-75.01708184\,E_h$, the orbital gap $0.77881\,E_h$, and the lowest eigenvalue of $\mathbf H^-$ is $0.28543\,E_h$: the state is stable against complex rotations, and exchange makes the softest imaginary rotation much softer than the gap suggests. The prefactor is $\alpha^2=53.251354$ ppm and one atomic unit of field is $2.350518\times10^5$ T.

The analytic tensor of oxygen is diagonal, with elements 315.93256, 318.74032 and 348.28702 ppm, and its isotropic value is $367.26072-39.60742=327.65330$ ppm from the two terms of \eqref{eq:sigma}. For hydrogen the diagonal is 28.22849, 40.26697, 32.19192 ppm and the isotropic value $29.53423+4.02823=33.56246$ ppm. For the hydrogen at positive $y$ and $z$ relative to oxygen the off-diagonal elements are $\sigma_{yz}=0.99758$ and $\sigma_{zy}=7.80413$ ppm (both change sign for the other hydrogen), so a transposed index order cannot pass unnoticed. The second term is positive for hydrogen. Its sign has no invariant meaning: a translation sends $\mathbf D$ to $\mathbf{VDV}^\dagger$, which adds $i\,\partial_{B_s}(\vartheta_\mu-\vartheta_\nu)D^0_{\mu\nu}$ to $\mathbf D^1_s$ and moves a contribution between the two terms of \eqref{eq:sigma}. Only the sum should be compared.

For $\sigma_{xx}({\rm O})=343.785631-27.853075=315.932556$ ppm, at $\tau=10^{-11}E_h$:
\begin{center}
\begin{tabular}{ccc}
$h$ (au) & $\Delta(h)$ (ppm) & $\Delta-\sigma$ (ppm)\\
0.01 & 315.865197 & $-6.7359\times10^{-2}$\\
0.02 & 315.663018 & $-2.6954\times10^{-1}$\\
0.04 & 314.852830 & $-1.0797$
\end{tabular}
\end{center}
The three-step fit gives $c_3=-673.5224$ ppm/au$^2$ and $c_5=-817.0$ ppm/au$^4$. The last digits carry the noise of $\tau=10^{-11}E_h$; residuals of $10^{-13}E_h$ and further steps up to $0.134$ au give $c_3=-673.5215$, $c_5=-816.7$ and $c_7\approx-375$ ppm/au$^6$. The fit passes exactly through the three rows, so the comparisons that follow are not independent predictions: each measures the same small quantity, the fitted $\sigma$ minus the analytic one. At $h=0.01$ the two terms give $-0.067352-0.000008=-0.067360$ ppm. The doubling ratio is $4(1+3\times1.213\times10^{-4})=4.0015$, as found. Richardson's value from the last two rows is $(4\times315.663018-314.852830)/3=315.93308$ ppm, in error by $5.238\times10^{-4}$ ppm in full precision against $-4c_5h^4=4\times817.0\times1.6\times10^{-7}=5.229\times10^{-4}$ ppm. Over both tensors the three-step values differ from the analytic ones by at most $1.7\times10^{-6}$ ppm. With $\|\mathbf z\|=1178.86$ ppm\,au/$E_h$ the noise bound for this component is $1.65\times1178.86\times10^{-11}/0.01=1.9\times10^{-6}$ ppm, which exceeds the deviation of this component, $5.238\times10^{-4}-5.229\times10^{-4}\approx1\times10^{-6}$ ppm. The remainder $64c_7h^6$ is only $-2.4\times10^{-8}$ ppm for this component, and with residuals of $10^{-13}E_h$ the three-step deviation stays below $6\times10^{-8}$ ppm for every non-zero component, so the $1.7\times10^{-6}$ ppm is convergence noise.

A run at $h=10^{-3}$ au stopped at $\tau=10^{-5}E_h$ ends with $\|\mathbf g\|=8.099\times10^{-6}E_h$. Its moment is off by $7.9936\times10^{-3}$ ppm\,au, the value that $\mathbf z\cdot\operatorname{Im}\mathbf g$ gives to all printed digits, and 84 per cent of the bound $\|\mathbf z\|\|\mathbf g\|=9.5477\times10^{-3}$.

For $\tau=10^{-7}E_h$, $\eta=1.1789\times10^{-4}$ ppm\,au, and \eqref{eq:opt} gives $h^*=(1.1789\times10^{-4}/1347.04)^{1/3}=4.4398\times10^{-3}$ au, or 1044 T, with $e(h^*)=3\times673.52\times(4.4398\times10^{-3})^2=3.983\times10^{-2}$ ppm. The scan compares the envelope with the magnitude of the error for a constructed worst-case residual and with the signed error of an ordinary damped iteration, all in ppm:
\begin{center}
\begin{tabular}{cccc}
$h$ ($10^{-3}$ au) & envelope & worst case & ordinary\\
1.110 & 0.1070 & 0.1070 & $+0.07496$\\
2.220 & 0.05642 & 0.05642 & $+0.04635$\\
3.139 & 0.04419 & 0.04419 & $+0.02591$\\
4.440 & 0.03983 & 0.03983 & $+0.00806$\\
6.279 & 0.04533 & 0.04533 & $-0.01257$\\
8.880 & 0.06638 & 0.06638 & $-0.04394$\\
17.76 & 0.2191 & 0.2191 & $-0.2065$
\end{tabular}
\end{center}
The worst case lies on the envelope, so the bound is sharp. A parabola in $\ln h$ through the three lowest points places the minimum at $4.3564\times10^{-3}$ au, two per cent below $h^*$. This comes from the asymmetry of the envelope and not from a fault: $\ln(4.419/3.983)=0.104$ and $\ln(4.533/3.983)=0.129$ shift the vertex by $(0.104-0.129)/(2\times0.233)\approx-0.054$ grid steps of a factor $\sqrt2$ each.

The ordinary runs show something the envelope does not. Their noise is large, for instance $0.00806+0.01328=0.02134$ ppm at $h^*$, which is 80 per cent of the bound 0.02655, but it is positive while $c_3$ is negative. The sign is that of $\mathbf z\cdot\operatorname{Im}\mathbf g$ at the point where the iteration stops; the bound limits only the size. Noise and truncation therefore partly cancel, and the total error changes sign between $4.440$ and $6.279\times10^{-3}$ au. It need not pass through zero there, because the noise jumps when the number of iterations changes: it is $0.02134$ ppm at the first of these steps and $0.02655-0.01257=0.01398$ ppm at the second. A small error near such a step is accidental and says nothing about accuracy at that level. A single step chosen because it reproduces the analytic number is not a validation.

At $h=10^{-5}$ au and $\tau=10^{-7}E_h$ the error is $+7.994$ ppm, within the bound of 11.79 ppm, and equal to $7.9936\times10^{-3}/10^{-3}$ from the earlier run. At small fields the imaginary part of every iterate is proportional to $h$ and the real residual is of order $h^2$, so the stopping test depends only on $\tau/h$, which is $10^{-2}$ in both runs. They stop with the same fraction of the response missing.

\section{Choosing the settings}

\emph{Threshold.} Tighten $\tau$ first, and set it on the orbital gradient. By the model, an energy change of order $\tau^2/\Delta$ accompanies a residual $\tau$, so an energy criterion controls $M$ only through its square root. To reach an error $e$ with one step, invert \eqref{eq:opt}: $h^*=(e/3|c_3|)^{1/2}$ and $\tau=2|c_3|h^{*3}/\|\mathbf z\|$. For the oxygen component above:
\begin{center}
\begin{tabular}{ccccc}
$\tau$ ($E_h$) & $h^*$ (au) & $e$ (ppm) & $h_R$ (au) & $e_R$ (ppm)\\
$10^{-5}$ & 0.0206 & 0.858 & 0.0670 & 0.330\\
$10^{-7}$ & 0.00444 & 0.0398 & 0.0267 & 0.00828\\
$10^{-9}$ & 0.000957 & 0.00185 & 0.0106 & 0.000208
\end{tabular}
\end{center}
The Richardson entries for the looser thresholds need $2h_R$ beyond the largest step of the three-step fit and omit the $c_7$ term, which is small here: at $h=0.067$ au the truncation error of $R$ is 0.0664 ppm against $4|c_5|h^4=0.0659$ ppm.

\emph{Step.} Steps of $10^{-3}$ to a few $10^{-2}$ au, hundreds to thousands of tesla, are the appropriate range here. For the thresholds in the table, fields of laboratory size are far on the noise side; since $h^*\propto\tau^{1/3}$, $h^*$ falls to $2.1\times10^{-4}$ au, about 48 T, at $\tau=10^{-11}E_h$. Each nucleus and component has its own $\|\mathbf z\|$ and $c_3$, and one step must serve all nuclei, so the setting should follow the worst component.

\emph{Extrapolation.} Three steps in the ratio $1:2:4$ are the recommended setting. They raise the noise only by the factor 1.65, allow a larger $h$, and yield $c_3$ and $c_5$. The ratio $[\Delta(4h)-\Delta(2h)]/[\Delta(2h)-\Delta(h)]$, which tends to $12c_3h^2/3c_3h^2=4$, is a diagnostic that needs no analytic value. With the $c_5$ term the ratio is $4(1+15(c_5/c_3)h^2+\dots)$, so a smooth drift from 4 in proportion to $h^2$ is the $c_5$ term, which the three-step fit removes. A departure that grows faster than $h^2$ points to higher terms, and one that grows as $h$ is reduced points to noise. A ratio near 4 does not exclude noise: runs that stop after the same number of iterations have $\delta M\propto h$, so $\delta\Delta$ is common to the steps, cancels in the ratio and passes unchanged into the extrapolated $\sigma$. In the scan output the noise is $0.04801+0.00166=0.04967$ ppm at $h=1.570\times10^{-3}$ au and $0.04635+0.00332=0.04967$ ppm at $2.220\times10^{-3}$ au. Only the bound $\eta$ or a tighter $\tau$ controls this part.

\emph{Estimating $\eta$.} One extra solve with $\mathbf H^-$ gives $\mathbf z$. Without it, $\|\mathbf z\|\le4\|\mathbf n\|/\lambda_{\min}(\mathbf H^-)$ is an upper bound, and two thresholds at the same field give the lower bound $|\delta M|/\|\mathbf g\|$, which is $7.9936\times10^{-3}/8.099\times10^{-6}=987$ against the true 1178.86.

\emph{Where the analysis fails.} Near an instability toward complex orbitals $\lambda_{\min}(\mathbf H^-)\to0$, and $\|\mathbf z\|$ and the $c_n$ can grow without bound. The usable range of $h$ then shrinks faster than the non-interacting model suggests, where $c_3/\sigma=-2\ell^2/\Delta^2$ makes it proportional to $\Delta$. Take a single imaginary rotation $\theta$ with eigenvalue $\lambda$ of $\mathbf H^-$. Near the instability its energy is $2\lambda\theta^2+Q\theta^4+4\ell B\theta$ to leading order, where $Q$ comes from the electron repulsion and in general stays finite as $\lambda\to0$. Stationarity gives $\theta=-\ell B/\lambda+Q\ell^3B^3/\lambda^4+\dots$, so with $M\simeq4n\theta$ the ratio is $c_3/\sigma=-Q\ell^2/\lambda^3$ and the range shrinks as $\lambda^{3/2}$. A state that carries a current at zero field breaks oddness along its own branch; even powers appear, and the central difference is then needed in earnest, with both runs started from that same state. Runs started from a real density are conjugates and can end on the two time-reversed partners, in which case $M$ is odd but jumps at $B=0$ and the quotient grows as $1/h$. A change of occupation with field breaks smoothness, and the expansion in $h$ fails beyond it whichever quotient is used. Errors of the integrals are not removed by any $\tau$. Errors of the imaginary parts that do not shrink with $h$ act like a further residual and contribute to $\Delta$ a part that grows as $1/h$. Rounding in the closed-form integrals is not of this kind: their imaginary parts are proportional to $h$ and keep their relative accuracy, as in complex-step differentiation. In the water example a solver that updates the orbitals by small rotations and is iterated until the imaginary part has converged returns $M(h)/h=315.932556$ ppm down to $h=10^{-15}$ au. Rounding in a matrix diagonalisation can mix real and imaginary parts and does grow as $h$ falls: with a diagonalising solver the error is about $10^{-7}$, $3\times10^{-4}$ and $9$ ppm at $h=10^{-9}$, $10^{-12}$ and $10^{-15}$ au. Screening that drops the same integrals at every small step loses imaginary parts proportional to $h$, and so shifts $\Delta$ by an amount that stays constant as $h\to0$. In Kohn--Sham theory with local-density or gradient-corrected functionals and no exact exchange, an antisymmetric density matrix leaves the electron density unchanged, so $\mathbf H^-$ reduces to the orbital energy differences and the check tests integrals rather than coupling. Agreement validates an implementation within its basis and says nothing about basis-set or correlation error.

\section{What the numerical check tests}

The numerical check computes the analytic side from ordinary real integrals, representing $r_s\chi$ and $\partial_s\chi$ by companion $p$ functions, and the finite-field side from the complex closed forms. It tests the Boys functions against quadrature. The two sets of zero-field integrals agree to $6.2\times10^{-13}$ au, and the first-order integrals agree with differences of the exact ones to $7.1\times10^{-9}$ au. It tests hermiticity, both rules in \eqref{eq:TR}, and the oddness of $M$ with separately computed integrals at $-\mathbf B$; the sum $M(\mathbf B)+M(-\mathbf B)$ comes out as zero in floating point, since the two runs are conjugates operation by operation. A shift of the molecule by $(1,-2,3)$ bohr changes the analytic tensors by $9.5\times10^{-9}$ ppm and the finite-field quotient by $4.3\times10^{-8}$ ppm. The remaining tests are the tensors, the doubling ratio, the Richardson error, equation \eqref{eq:noise}, the envelope at nine steps and the position and height of its minimum. In the output $\eta$ is printed as \texttt{eps} and the two-electron array in the combination of \eqref{eq:G} as \texttt{W}.

\section*{Computed values}
\begin{verbatim}
r(OH) = 0.96 A = 1.81414 bohr, angle 104.5 deg, x out of plane, z C2 axis
exponents (bohr^-2): O s [200.0, 30.0, 6.5, 1.2, 0.33], O lobe-p [3.5, 0.7], H s [1.3, 0.23]
lobe shift 0.3/sqrt(a); 21 primitives, 15 functions; tight tau 1e-11 Eh
alpha^2 = 53.251354 ppm; 1 au of B = 2.350518e+05 T
E(RHF) = -75.01708184 Eh; gap = 0.77881 Eh; min eig H- = 0.28543 Eh
integrals S: max dev zero order 7.2e-16 au, first derivative 1.6e-09 au
integrals h: max dev zero order 5.8e-13 au, first derivative 7.1e-09 au
integrals W: max dev zero order 3.5e-13 au, first derivative 7.0e-10 au
integrals N: max dev zero order 6.2e-13 au, first derivative 6.2e-10 au
B = 1e-4*(0.3,-0.5,0.8) au: max|M| = 2.7863e-02, max|M(B)+M(-B)| = 0.0e+00 ppm au
sigma(O) B=x ppm, analytic   315.93256     0.00000    -0.00000 | FF   315.93256    -0.00000    -0.00000
sigma(O) B=y ppm, analytic     0.00000   318.74032    -0.00000 | FF    -0.00000   318.74032     0.00000
sigma(O) B=z ppm, analytic     0.00000     0.00000   348.28702 | FF     0.00000     0.00000   348.28702
iso(O) ppm: TrD0N1 367.26072, TrD1N0 -39.60742, total 327.65330
sigma(H) B=x ppm, analytic    28.22849    -0.00000     0.00000 | FF    28.22849    -0.00000     0.00000
sigma(H) B=y ppm, analytic    -0.00000    40.26697     0.99758 | FF     0.00000    40.26697     0.99758
sigma(H) B=z ppm, analytic    -0.00000     7.80413    32.19192 | FF    -0.00000     7.80413    32.19192
iso(H) ppm: TrD0N1 29.53423, TrD1N0 4.02823, total 33.56246
max |FF - analytic| = 1.7e-06 ppm
shift (1,-2,3) bohr: change analytic 9.5e-09 ppm, FF 4.3e-08 ppm
sigma_xx(O) = 315.932556 ppm = 343.785631 + (-27.853075)
h = 0.01 au (2351 T): Delta = 315.865197 ppm, error -6.7359e-02 ppm
h = 0.02 au (4701 T): Delta = 315.663018 ppm, error -2.6954e-01 ppm
h = 0.04 au (9402 T): Delta = 314.852830 ppm, error -1.0797e+00 ppm
c3 = -673.5224 ppm/au^2, c5 = -817.0 ppm/au^4, error ratio = 4.0015
Richardson h=0.02: error 5.238e-04 ppm, -4 c5 h^4 = 5.229e-04 ppm
||z|| = 1178.86 ppm au/Eh; h=1e-3 au, tau=1e-5 Eh: ||g|| = 8.099e-06 Eh
dM = 7.9936e-03, z.Im g = 7.9936e-03, bound ||z|| ||g|| = 9.5477e-03 ppm au
tau 1e-05 Eh: h* 2.061e-02 au, err 8.58e-01 ppm; Richardson h 6.703e-02 au, err 3.30e-01 ppm
tau 1e-06 Eh: h* 9.565e-03 au, err 1.85e-01 ppm; Richardson h 4.229e-02 au, err 5.23e-02 ppm
tau 1e-07 Eh: h* 4.440e-03 au, err 3.98e-02 ppm; Richardson h 2.668e-02 au, err 8.28e-03 ppm
tau 1e-08 Eh: h* 2.061e-03 au, err 8.58e-03 ppm; Richardson h 1.684e-02 au, err 1.31e-03 ppm
tau 1e-09 Eh: h* 9.565e-04 au, err 1.85e-03 ppm; Richardson h 1.062e-02 au, err 2.08e-04 ppm
scan: tau = 1e-07 Eh, eps = 1.1789e-04 ppm au, h* = 4.4398e-03 au = 1044 T
h/au, trunc, noise bound, envelope, worst-case run, ordinary run (ppm)
1.110e-03 8.298e-04 1.062e-01 1.070e-01 1.070e-01 +7.496e-02
1.570e-03 1.660e-03 7.510e-02 7.676e-02 7.675e-02 +4.801e-02
2.220e-03 3.319e-03 5.310e-02 5.642e-02 5.642e-02 +4.635e-02
3.139e-03 6.638e-03 3.755e-02 4.419e-02 4.419e-02 +2.591e-02
4.440e-03 1.328e-02 2.655e-02 3.983e-02 3.983e-02 +8.060e-03
6.279e-03 2.655e-02 1.878e-02 4.533e-02 4.533e-02 -1.257e-02
8.880e-03 5.310e-02 1.328e-02 6.638e-02 6.638e-02 -4.394e-02
1.256e-02 1.062e-01 9.388e-03 1.156e-01 1.156e-01 -9.705e-02
1.776e-02 2.124e-01 6.638e-03 2.191e-01 2.191e-01 -2.065e-01
scan minimum (parabola in log h) 4.3564e-03 au; 3|c3|h*^2 = 3.9828e-02 ppm
too small step h=1e-5 au: error +7.994e+00 ppm, bound 1.179e+01 ppm
\end{verbatim}
